# Wannier interpolation of electron-phonon coupling, tested on a model chain, part 3

Electron-phonon matrix elements on coarse grids of \(N_k=N\) electron wavevectors \(\mathbf k\) and \(N_q\) phonon wavevectors \(\mathbf q\) are interpolated through Wannier functions \(w_{n\mathbf R}\); one off-grid point is now worked by hand. Hartree atomic units, \(\hbar=m_e=1\).

The unitary \(U(\mathbf k)\) rotates Bloch states (energies \(\varepsilon\)) into \(\psi^W_{n\mathbf k}\). The coupling \(g\) is the Bloch matrix element of \(\Delta_{\mathbf q}=\sum_{\mathbf R}e^{i\mathbf q\cdot\mathbf R}\partial_{\mathbf R}\mathcal V\), with \(\partial_{\mathbf Rs\alpha}\mathcal V\) the potential's derivative for moving atom \(s\) of cell \(\mathbf R\) along \(\alpha\); \(g^W=U^\dagger(\mathbf k+\mathbf q)\,g\,U(\mathbf k)\).

\[|\psi^W_{n\mathbf k}\rangle=\frac1{\sqrt N}\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}|w_{n\mathbf R}\rangle . \tag{4}\]

\[g^W_{mn}(\mathbf k,\mathbf q)=\sum_{\mathbf R_e,\mathbf R_p}e^{i(\mathbf k\cdot\mathbf R_e+\mathbf q\cdot\mathbf R_p)}\,g_{mn}(\mathbf R_e,\mathbf R_p),\qquad g_{mn,s\alpha}(\mathbf R_e,\mathbf R_p)=\langle w_{m\mathbf 0}|\partial_{\mathbf R_ps\alpha}\mathcal V|w_{n\mathbf R_e}\rangle . \tag{5}\]

\[\bar g(\mathbf R_e,\mathbf R_p)=\frac1{N_kN_q}\sum_{\mathbf k,\mathbf q}e^{-i(\mathbf k\cdot\mathbf R_e+\mathbf q\cdot\mathbf R_p)}\,U^\dagger(\mathbf k+\mathbf q)\,g(\mathbf k,\mathbf q)\,U(\mathbf k). \tag{6}\]

With supercell vectors \(\mathbf T,\mathbf T_q\) and absolutely summable infinite-crystal coefficients \(g^\infty\) in a smooth, grid-independent gauge,

\[\bar g(\mathbf R_e,\mathbf R_p)=\sum_{\mathbf T,\mathbf T_q}g^\infty(\mathbf R_e+\mathbf T,\mathbf R_p+\mathbf T_q). \tag{7}\]

\[g_{mn}(\mathbf R_e,\mathbf R_p)^*=\langle w_{n\mathbf R_e}|\partial_{\mathbf R_p}\mathcal V|w_{m\mathbf 0}\rangle=g_{nm}(-\mathbf R_e,\mathbf R_p-\mathbf R_e). \tag{8}\]

Interpolation uses the Wigner-Seitz (WS) members, \(d\) equally near, of each class:

\[\tilde g^W(\mathbf k,\mathbf q)=\sum_{\mathbf R_e,\mathbf R_p\in\mathrm{WS}}\frac{e^{i(\mathbf k\cdot\mathbf R_e+\mathbf q\cdot\mathbf R_p)}}{d(\mathbf R_e)\,d(\mathbf R_p)}\,\bar g(\mathbf R_e,\mathbf R_p). \tag{9}\]

\[\tilde g^W-g^W=\sum_Pg^\infty(P)\,(\bar\phi_P-\phi_P),\qquad |\tilde g^W-g^W|\le2\sum_{P\ \text{not interior}}|g^\infty(P)| . \tag{10}\]

Here \(\phi_P\) is the phase of lattice pair \(P\), \(\bar\phi_P\) its WS mean. \(H^W=U^\dagger\varepsilon U=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}H(\mathbf R)\) has eigenvectors \(V\); the dynamical matrix \(D\) gives \(\omega^2_{\mathbf q\nu}\) and \(e_{s\alpha,\nu}\); \(M_s\) are masses.

\[g_{mn\nu}(\mathbf k,\mathbf q)\simeq\sum_{s\alpha}\frac{e_{s\alpha,\nu}(\mathbf q)}{\sqrt{2M_s\omega_{\mathbf q\nu}}}\Big[V^\dagger(\mathbf k+\mathbf q)\,\tilde g^W_{s\alpha}(\mathbf k,\mathbf q)\,V(\mathbf k)\Big]_{mn}. \tag{11}\]

In one dimension, for a gauge analytic in \(|\mathrm{Im}\,k|<\kappa\) and short-ranged \(\partial\mathcal V\),

\[|g^\infty(R_e,R_p)|\le c_\eta\,e^{-\eta(|R_p|+|R_p-R_e|)}\quad\text{for every }\eta<\kappa . \tag{12}\]

Chain: \(a=6\) bohr; atoms A, B at \(\tau_A=0\), \(\tau_B=2.4\) bohr; wells \(v_s(y)=-v_{0s}e^{-y^2/2\sigma^2}\), depths 1.5, 1.2 Ha, \(\sigma=0.6\) bohr; \(\kappa a=1.667\). Plane-wave elements of \(\Delta_{qs}\) are \(-iQ\hat v_s(Q)e^{-iQ\tau_s}/a\), with \(\hat v(Q)=\int v(y)e^{-iQy}dy\) and \(Q\) the wavevector transfer. Errors at each \(N\) are maxima over twenty off-grid \((k,q)\) against direct plane-wave calculations.

**A.** Use the \(8\times8\) grid and \(k=0.17\), \(q=0.29\) in units of \(2\pi/a\). With one cell as unit, \(e^{ika}=0.4818+0.8763i\), \(e^{2ika}=-0.5358+0.8443i\), \(e^{iqa}=-0.2487+0.9686i\), \(e^{i(k+q)a}=-0.9686+0.2487i\). Orbital 1 sits on A and orbital 2 on B.

For the Hamiltonian, \(H(-R)=H(R)^\dagger\), which for these real matrices is the transpose. With the printed \(R=0,1,2\), in Ha,

\[ H^W_{11}=-0.73067+2(0.00809)(0.4818)+2(0.00046)(-0.5358)=-0.72337, \]
\[ H^W_{22}=-0.53926+2(0.01186)(0.4818)+2(0.00076)(-0.5358)=-0.52865, \]
\[ \mathrm{Re}\,H^W_{12}=-0.14101-(0.00322+0.03905)(0.4818)+(0.00024+0.00145)(0.5358)=-0.16047, \]
\[ \mathrm{Im}\,H^W_{12}=(0.03905-0.00322)(0.8763)+(0.00145-0.00024)(0.8443)=0.03242 . \]

The eigenvalues are \(-0.62601\mp\sqrt{0.09736^2+0.02680}=-0.8165\) and \(-0.4355\) Ha. The full sum, which adds \(R=\pm3,\pm4\), gives \(-0.81645\) and \(-0.43583\) Ha, and the direct calculation \(-0.81645\) and \(-0.43582\) Ha. The lowest eigenvectors, first component chosen real, are \((0.8693,\ 0.4845+0.0980i)\) at \(k\) and \((0.9143,\ 0.4037+0.0334i)\) at \(k+q\).

For the coupling take the 11 element for atom A, in Ha/bohr. The printed values are \(\bar g(0,0)=0.04282\), \(\bar g(1,0)=0.01659\), \(\bar g(1,1)=-0.01665\), \(\bar g(0,1)=0.00019\), \(\bar g(0,-1)=-0.00009\), \(\bar g(2,2)=-0.00154\). Relation (8) adds \(\bar g(-1,-1)=\bar g(1,0)\), \(\bar g(-1,0)=\bar g(1,1)\) and \(\bar g(-2,0)=\bar g(2,2)\). The four dominant terms with \(|R_e|=1\) are

\[ 0.01659\,(e^{ika}+e^{-i(k+q)a})-0.01665\,(e^{i(k+q)a}+e^{-ika}), \]

that is \(0.01659(-0.4868+0.6276i)-0.01665(-0.4868-0.6276i)=0.00003+0.02086i\). The terms \((0,\pm1)\) give \(-0.00002+0.00027i\). With \(e^{2i(k+q)a}=0.8763-0.4818i\), the terms \((2,2)\) and \((-2,0)\) give \(-0.00154(0.3405-1.3261i)=-0.00052+0.00204i\). The partial sum is \(0.0423+0.0232i\). The full sum is \(0.0428+0.0251i\), equal to the direct value at this precision. The difference \(0.0005+0.0019i\) belongs to terms not printed, among them \((2,0)\) and \((-2,-2)\), which have the same exponent in (12) as \((2,2)\). The contrast between \(|\bar g(1,1)|\) and \(|\bar g(0,1)|\), a factor near 90 in this element, is no test of the doubled exponent: (12) would give only \(e^{\kappa a}\approx5\), and in the 22 element of atom A the order is reversed, 0.00324 against 0.00405.

The full interpolated matrix for A has rows \((0.0428+0.0251i,\ -0.1742-0.0640i)\) and \((-0.2319+0.0176i,\ -0.0695-0.0001i)\). Acting on the vector at \(k\), the first row gives \((0.0372+0.0218i)+(-0.0781-0.0481i)=-0.0409-0.0263i\), and the second \((-0.2016+0.0153i)+(-0.0337-0.0069i)=-0.2353+0.0084i\). Contracting with the conjugated vector at \(k+q\),

\[ 0.9143(-0.0409-0.0263i)+(0.4037-0.0334i)(-0.2353+0.0084i)=-0.1321-0.0128i , \]

where the last digit is affected by rounding; carrying one more figure gives the printed \(-0.1321-0.0127i\), which is used below. The same steps for atom B give the printed \(0.1378+0.0065i\).

The phonons come from springs that are independent of the electronic model: \(K_1=0.10\) Ha/bohr² between A and B in one cell, \(K_2=0.05\) Ha/bohr² between B and the next A, masses 20 and 30 u, or 36457.8 and 54686.7 electron masses. Atom A in cell 0 is tied to B in cells 0 and \(-1\), so \(D_{AB}=-(K_1+K_2e^{-iqa})/\sqrt{M_AM_B}\) and \(D_{ss}=(K_1+K_2)/M_s\). The force constants end at the neighbouring cell, so their interpolation has no truncation error; the program tests the interpolated patterns \(e^{iqR}e_s/\sqrt{M_s}\) against an explicit supercell force-constant matrix. Here \(D_{AA}=4.1143\times10^{-6}\), \(D_{BB}=2.7429\times10^{-6}\), and \(|D_{AB}|^2=(0.0125-0.002487)/(1.99376\times10^9)=5.022\times10^{-12}\), so \(\omega^2=(3.4286\mp2.3436)\times10^{-6}\) and \(\omega=1.0417\times10^{-3}\), \(2.4026\times10^{-3}\) Ha as printed.

For the optical mode \((2M_A\omega)^{-1/2}=(175.18)^{-1/2}=0.07555\) bohr and \((2M_B\omega)^{-1/2}=0.06169\) bohr, with \(e_A=0.8039\), \(e_B=-0.5204-0.2878i\). Then

\[ g_{11,\rm opt}=0.06073(-0.1321-0.0127i)+(-0.03210-0.01775i)(0.1378+0.0065i), \]

which is \((-8.02-0.77i)\times10^{-3}+(-4.31-2.66i)\times10^{-3}=(-12.33-3.43i)\times10^{-3}\) Ha. The modulus is \(12.80\times10^{-3}\) Ha, or 348.3 meV, the direct value being the same to these digits. For the acoustic mode the lengths are 0.11474 and 0.09369 bohr, with \(e_A=0.5947\), \(e_B=0.7035+0.3891i\), and

\[ g_{11,\rm ac}=0.06824(-0.1321-0.0127i)+(0.06591+0.03645i)(0.1378+0.0065i)=(-0.17+4.58i)\times10^{-3}\ \text{Ha}, \]

of modulus \(4.59\times10^{-3}\) Ha, or 124.8 meV. The real parts, \(-9.01\) and \(+8.85\) in units of \(10^{-3}\) Ha, nearly cancel in the acoustic mode and have the same sign in the optical one. Over all eight elements the largest deviation from the direct moduli is \(5.4\times10^{-6}\) Ha, in the optical 12 element, where it is \(4\times10^{-4}\) of \(12.2\times10^{-3}\) Ha. The largest relative deviation is in the smallest element, acoustic 22, \(1.555\) against \(1.558\times10^{-3}\) Ha, or 0.16 per cent. Most couplings here exceed the phonon energies several times over. The wells are unscreened and the springs were chosen freely, so the sizes describe no material and do not define a weak-coupling problem; they test the transform.

**Q.** You assumed a short-ranged perturbation. A displaced ion in a polar insulator leaves a dipole field.

**A.** Then (12) fails in \(R_p\). Far from the atom the perturbation is nearly constant over the orbitals, and orthonormality gives \(g_{mn}(0,R_p)\approx\delta_{mn}\,\partial_{R_p}\mathcal V(r_m)\), with \(r_m\) the centre. The program adds, as a separate perturbation on atom A that leaves the bands unchanged, \(v(y)=\lambda\ell/(y^2+\ell^2)\) with \(\lambda=1\) Ha bohr and \(\ell=2\) bohr. Closing the contour on the pole at \(y=\mp i\ell\) for \(Q\gtrless0\) gives \(\hat v=\pi\lambda e^{-|Q|\ell}\). The perturbation is \(-v'=2\lambda\ell y/(y^2+\ell^2)^2\), with a tail \(2\lambda\ell/y^3\). For the atom five cells to the right, \(y=-30\) bohr and \(-v'=-120/904^2=-1.468\times10^{-4}\) Ha/bohr, against the computed \(-1.467\times10^{-4}\); the images, about \(+0.002\times10^{-4}\), and the offset and spread of the orbital are neglected here, so only three figures are meaningful. At ten cells \(-240/3604^2=-1.848\times10^{-5}\). The grid has 40 points, so by (7) images at \(y=180,-300,420\) bohr add \((0.069-0.015+0.005)\times10^{-5}\), which gives \(-1.79\times10^{-5}\), against the computed \(-1.789\times10^{-5}\). The apparent power is 3.04, tested to lie within 0.2 of 3. The tail sum in (10) is \(\sum_{R>N/2}R^{-3}\propto N^{-2}\), an upper bound on the error. The errors are \(1.5\times10^{-3}\), \(4.6\times10^{-4}\), \(3.0\times10^{-4}\) and \(1.5\times10^{-4}\) Ha/bohr for \(N=8,12,16,24\), a factor 10 for a threefold grid, with irregular steps. This does not measure an asymptotic power. The bound adds moduli, whereas at a fixed \(q\ne0\) the phases \(e^{iqR_p}\) oscillate. Summation by parts then reduces the error to boundary terms at the cell indices \(\pm N/2\), once the grid spacing is well below \(q\), which is not yet the case here for the smallest \(q\) sampled. The omitted terms beyond the boundary and the images folded inside it combine, at leading order, into \(\bar g\) at the boundary times a factor of order \(1/|1-e^{iqa}|\). That would be one more power of \(1/N\), but this tail is odd in \(R_p\), so in \(\bar g\) at \(N/2\) the terms from \(N/2\) and \(-N/2\), \(3N/2\) and \(-3N/2\), and so on cancel in pairs. The error at fixed resolved \(q\) then falls as \(N^{-4}\). The tests require a fall of less than 20 from \(N=12\) to 24 and an error at \(N=24\) more than ten times the short-range one.

**Q.** Can it be repaired?

**A.** Subtract a known function of \(q\) with the same singularity, interpolate the rest, and add the function back. Since \(e^{-iqx}\Delta_q\) is periodic, and its Fourier coefficients follow from the plane-wave element above, \(\Delta_q(x)=a^{-1}\sum_G(-iQ)\hat v(Q)e^{-iQ\tau_A}e^{iQx}\) with \(Q=q+G\). Using (4) and shifting by the cell \(R'\) of the bra, which produces \(e^{iQR'}=e^{iqR'}\) and cancels the \(q\) phase,

\[ \langle\psi^W_{m,k+q}|e^{iQx}|\psi^W_{nk}\rangle=\sum_{R_e}e^{ikR_e}\langle w_{m0}|e^{iQx}|w_{nR_e}\rangle=\delta_{mn}+iQ\,X_{mn}(k)+O(Q^2), \]

with \(X_{mn}(k)=\sum_{R_e}e^{ikR_e}\langle w_{m0}|x|w_{nR_e}\rangle\). This factor is analytic in \(Q\). The singularity sits in \(-iQ\hat v=-i\pi\lambda(Q-\ell Q|Q|+\dots)\), whose second derivative jumps at \(Q=0\); three integrations by parts in the Fourier coefficient then give the \(R_p^{-3}\) tail found above. The program subtracts \(\delta_{mn}a^{-1}\sum_G(-iQ)\hat v(Q)e^{iQ(\tau_m-\tau_A)}\), where the sum over \(G\) keeps the function periodic. The leading singular remainder is proportional to \(Q^2|Q|\,(X_{mn}-\delta_{mn}\tau_m)\), whose third derivative jumps, so its tail is \(R_p^{-4}\) and its error bound scales as \(N^{-3}\). At \(N=24\) the error falls from \(1.5\times10^{-4}\) to \(2.5\times10^{-7}\) Ha/bohr, a factor near 600, where the test asks for more than 5. From \(N=16\) to 24 it falls by 4.1, between \(1.5^3=3.4\) and \(1.5^4=5.1\), so these data do not fix the power. Two effects can in principle make the fall faster than the bound. At fixed \(q\ne0\) the oscillating phases turn \(N^{-3}\) into \(N^{-4}\) once the grid resolves \(q\); this tail is even in \(R_p\), so nothing further cancels, and the power is the same as without subtraction. The gain lies in the prefactor and in the bound that holds uniformly in \(q\). This first effect does not explain the factor 4.1, because at both \(N=16\) and 24 the largest error lies at \(q=0.013\,(2\pi/a)\), below the grid spacing. The second effect is that higher orders in \(Q\), whose tails fall faster, may still contribute at these \(N\). The convergence is in any case no longer exponential.

In three dimensions, at leading order, a displaced ion of a polar insulator makes a dipole whose potential falls as \(r^{-2}\). Its form factor is proportional to \((\mathbf Q\cdot Z^*)/(\mathbf Q\cdot\epsilon_\infty\cdot\mathbf Q)\), with \(Z^*\) the Born effective charge and \(\epsilon_\infty\) the electronic dielectric tensor, and it diverges as \(1/|\mathbf q|\). This is the Fröhlich coupling. A tail \(R_p^{-2}\) is not absolutely summable over a three-dimensional lattice, so (7) and (10) lose their meaning while this term is present, and the dynamical matrix needs the corresponding dipole subtraction. Removing the dipole term does not by itself restore absolute summability. The next order, from the \(1/|\mathbf Q|\) term times \(i\mathbf Q\cdot\mathbf X\) and from the quadrupole of the induced charge, is of order \(Q^0\) and depends on the direction of \(\mathbf Q\); its tail \(R_p^{-3}\) still gives a logarithmically divergent sum of moduli unless it vanishes or is subtracted as well.

**Q.** In a metal the bands at the Fermi level need not be isolated. What survives?

**A.** Equations (4) to (6) and (8), and the exactness of (9) on the grid, need only \(J\) orthonormal Bloch-like states \(\psi^W_{n\mathbf k}\) at each grid point. Equations (7) and (10) also need a smooth gauge that does not depend on the grid, with absolutely summable \(g^\infty\). For entangled bands the states are chosen as a smooth subspace of a larger set, \(U\) becomes rectangular with \(U^\dagger U=1\) but \(UU^\dagger\ne1\), and (6) keeps its form. The step \(H^WU^\dagger=U^\dagger\varepsilon\) used \(UU^\dagger=1\), so the eigenvectors of \(H^W\) are true band states only where the subspace contains those states entirely, which on the coarse grid is imposed inside an energy window; (11) is a physical coupling only between such states. The decay constant is then a property of the chosen subspace and not of a gap. Two further conditions lie outside the chain model. In more than one dimension a group with nonzero Chern number has no gauge that is both smooth and periodic, so the contour argument has nothing to start from. In a metal the self-consistent \(\partial\mathcal V\) contains the electronic response, which with a sharp Fermi surface is non-analytic at wavevectors spanning it and has oscillating power-law tails in real space, cut off by temperature or smearing. In each case, inspect how \(\bar g(\mathbf R_e,\mathbf R_p)\) decays over a range of cells towards the Wigner-Seitz boundary, in both vectors, and how much the interpolated couplings change when the coarse grid is refined. The boundary value alone can mislead. In the Lorentzian example at \(N=24\) the tail at the boundary, \(2\lambda\ell/(72\ \mathrm{bohr})^3\approx1.1\times10^{-5}\) Ha/bohr, is already more than ten times smaller than the error \(1.5\times10^{-4}\) Ha/bohr, because at a small \(q\) that the grid does not resolve the error collects the whole slow tail. The partial cancellation of the images of the odd tail makes \(\bar g\) at the boundary smaller still.

## Numbers as computed

```
a=6.0 bohr, tau=[0.  2.4] bohr, depths=[1.5 1.2] Ha, sigma=0.6 bohr, trial width=0.8 bohr
masses=[20. 30.] u = [36457.8 54686.7] m_e, K1=0.1, K2=0.05 Ha/bohr^2, plane waves=49
Lorentzian: strength=1.0 Ha bohr, width=2.0 bohr; 1 Ha=27211.4 meV
Wannier centres (bohr): [-0.0322  2.4156]
transform vs quadrature (Ha/bohr): 12x12 4.6e-15, 12x4 folded 4.6e-15, 4x4 folded 4.1e-15
aliasing in g(0,0) on 4x4 grid 4.26e-05 Ha/bohr; hermiticity residual 4.0e-16 Ha/bohr
off-grid scales: max|gW|=0.2360 Ha/bohr, max|g_mode|=4.0977e-02 Ha
N= 4 err gW short 6.42e-03, long 7.26e-03, long subtracted 1.25e-03 Ha/bohr; |g_mode| 8.41e-04, bands 2.61e-04 Ha
N= 8 err gW short 1.38e-04, long 1.50e-03, long subtracted 5.21e-05 Ha/bohr; |g_mode| 1.79e-05, bands 5.61e-06 Ha
N=12 err gW short 3.68e-06, long 4.60e-04, long subtracted 4.22e-06 Ha/bohr; |g_mode| 5.98e-07, bands 1.14e-07 Ha
N=16 err gW short 1.08e-07, long 3.01e-04, long subtracted 1.02e-06 Ha/bohr; |g_mode| 2.42e-08, bands 2.64e-09 Ha
N=24 err gW short 6.63e-11, long 1.52e-04, long subtracted 2.51e-07 Ha/bohr; |g_mode| 2.64e-11, bands 6.31e-13 Ha
N=12 off-grid error, images 0..N-1: 0.124; random gauge: 0.142 Ha/bohr
N=12 max|g(Re=6,Rp)|: random gauge 2.56e-02, smooth gauge 9.81e-07 Ha/bohr
N=4 on-grid error without 1/d weights: 8.17e-03 Ha/bohr
bands at k=0: [-0.82399 -0.40332  0.15642] Ha; max discriminant 2.7421 at E=-0.1676 Ha; kappa*a=1.6668
decay per cell: g(R,R) R=4..9 1.813; R=2..5: g(R,R) 1.966, g(0,R) 3.661
long-range g_AA(0,5)=-1.467e-04, g_AA(0,10)=-1.789e-05 Ha/bohr, power 3.036
q=0 atom A: g_nn=[-0.117191  0.096991], d eps/d tau=[-0.117191  0.096991] Ha/bohr
q=0 atom B: g_nn=[ 0.117191 -0.096991], d eps/d tau=[ 0.117191 -0.096991] Ha/bohr
sum rule: |sum g_12|=0.107875, |(e1-e2)p12|=0.107875 Ha/bohr
worked example: 8x8 grid, k=0.17, q=0.29 (2pi/a); matrices in order 11 12 21 22
H(R=0) Ha: -0.73067 -0.14101 -0.14101 -0.53926
H(R=1) Ha: +0.00809 -0.00322 -0.03905 +0.01186
H(R=2) Ha: +0.00046 -0.00024 -0.00145 +0.00076
g(0,0) Ha/bohr A: +0.04282 -0.19204 -0.19204 -0.06819 | B: +0.04732 +0.12615 +0.12615 -0.02388
g(1,0) Ha/bohr A: +0.01659 -0.01081 +0.00326 -0.00188 | B: -0.00219 +0.00171 -0.03212 +0.01658
g(1,1) Ha/bohr A: -0.01665 -0.00140 +0.05510 +0.00324 | B: +0.00098 +0.00586 -0.00308 -0.01677
g(0,1) Ha/bohr A: +0.00019 -0.00089 -0.00089 +0.00405 | B: +0.00000 -0.00001 -0.00001 +0.00007
g(0,-1) Ha/bohr A: -0.00009 +0.00004 +0.00004 -0.00002 | B: -0.00210 +0.00065 +0.00065 -0.00016
g(2,2) Ha/bohr A: -0.00154 -0.00019 +0.00405 +0.00050 | B: +0.00008 +0.00066 -0.00022 -0.00171
g(4,4) Ha/bohr A: +0.00000 -0.00000 +0.00004 +0.00001 | B: -0.00001 -0.00002 +0.00000 -0.00000
gW A interp Ha/bohr: +0.0428+0.0251i -0.1742-0.0640i -0.2319+0.0176i -0.0695-0.0001i
gW A direct Ha/bohr: +0.0428+0.0251i -0.1742-0.0639i -0.2318+0.0176i -0.0695-0.0001i
gW B interp Ha/bohr: +0.0483-0.0004i +0.1497+0.0121i +0.1158-0.0372i -0.0238+0.0253i
gW B direct Ha/bohr: +0.0483-0.0004i +0.1497+0.0121i +0.1158-0.0371i -0.0238+0.0252i
eps(k) Ha interp -0.81645 -0.43583, direct -0.81645 -0.43582
eps(k+q) Ha interp -0.79070 -0.51589, direct -0.79070 -0.51589
V(k): +0.8693+0.0000i +0.4943+0.0000i +0.4845+0.0980i -0.8521-0.1723i
V(k+q): +0.9143+0.0000i +0.4051+0.0000i +0.4037+0.0334i -0.9111-0.0754i
band basis A Ha/bohr: -0.1321-0.0127i +0.1233+0.0989i +0.1971-0.0361i +0.1131+0.0162i
band basis B Ha/bohr: +0.1378+0.0065i -0.0611-0.0504i -0.0313+0.0351i -0.1130+0.0241i
omega Ha: 1.04165e-03 2.40255e-03; e (rows atom, columns mode): +0.5947+0.0000i +0.8039+0.0000i +0.7035+0.3891i -0.5204-0.2878i
1/sqrt(2 M omega) bohr (rows atom): +0.11474 +0.07555 +0.09369 +0.06169
|g| acoustic 1e-3 Ha interp: +4.58637 +6.34071 +10.18961 +1.55524; direct: +4.58609 +6.33988 +10.18851 +1.55776
|g| acoustic meV interp: [124.8  172.54 277.27  42.32]; direct: [124.79 172.52 277.24  42.39]
|g| optical 1e-3 Ha interp: +12.79940 +12.20857 +13.88019 +11.15088; direct: +12.79872 +12.20318 +13.87644 +11.15041
|g| optical meV interp: [348.29 332.21 377.7  303.43]; direct: [348.27 332.07 377.6  303.42]
largest deviation of |g| on 8x8 grid: 5.39e-06 Ha
```
